# Mermin free energy and the Lagrange matrix for ultrasoft orbitals

With unequal occupations, the free energy in general changes when the orbitals are mixed with one another at a fixed occupation matrix. A calculation that neither uses nor checks the resulting condition can hold S-orthonormal orbitals and a plausible occupation matrix, yet have no Kohn-Sham levels to which those occupations belong. Ultrasoft orbitals add a second danger: occupations read off as eigenvalues of the smooth density matrix, without the overlap operator, are wrong. In the model calculated below they add up to 2.743 electrons instead of 3. The theorem states which matrices must commute, and which stationarity condition is responsible.

## Setting and assumptions

An ultrasoft pseudopotential has projectors $|\beta_n\rangle$, augmentation charges $Q_{nm}(\mathbf r)$ and the overlap operator

$$S=1+\sum_{nm}q_{nm}|\beta_n\rangle\langle\beta_m|,\qquad q_{nm}=\int Q_{nm}\,d\mathbf r .$$

$S$ is Hermitian, positive definite and independent of the density. The pseudo-orbitals $\phi_1,\dots,\phi_M$ represent physical orbitals whose overlaps are $\langle\phi_i|S|\phi_j\rangle=\delta_{ij}$. Two spins are occupied equally. The occupation matrix $f$ is Hermitian, with eigenvalues $p_k$ strictly between 0 and 1, and $2\,\mathrm{Tr}f=N$. Define, per spin,

$$\gamma=\sum_{ij}|\phi_i\rangle f_{ij}\langle\phi_j| .$$

The electron density consists of a smooth and an augmentation part:

$$n(\mathbf r)=2\Big[\langle\mathbf r|\gamma|\mathbf r\rangle+\sum_{nm}Q_{nm}(\mathbf r)\langle\beta_m|\gamma|\beta_n\rangle\Big].$$

Its integral is $2\,\mathrm{Tr}(\gamma S)=2\sum_{ij}f_{ij}\langle\phi_j|S|\phi_i\rangle=2\,\mathrm{Tr}f=N$.

The free energy is

$$A=2\,\mathrm{Tr}(K\gamma)+\int V_{\rm loc}n\,d\mathbf r+E_H[n]+E_{xc}[n]-2\theta\,\mathrm{Tr}\,s(f),$$

$$K=-\frac{\hbar^2\nabla^2}{2m_e}+\sum_{nm}D^0_{nm}|\beta_n\rangle\langle\beta_m| .$$

Here $D^0$ is Hermitian, there is no partial core charge, and $E_{xc}$ depends on the density but not explicitly on the smearing energy $\theta$. For thermal electrons $\theta=k_BT$.

## Lemma 1: the entropy

*Among all many-electron ensembles with a given one-body density matrix, the electron number being free to fluctuate about its mean, the largest entropy is $k_B\sum s(p)$, summed over spin orbitals, with $s(p)=-p\ln p-(1-p)\ln(1-p)$.*

This lemma gives the Mermin functional its form. Mermin's principle minimizes energy minus temperature times entropy over ensembles. In the Kohn-Sham construction, the interaction is replaced by $E_H+E_{xc}$, and the remaining search runs over ensembles of independent electrons. Their energy depends on the ensemble through $\gamma$ alone. At fixed $\gamma$ the search therefore has to maximize the entropy.

**Proof.** Let $\hat n_a$ count the electrons in the spin orbitals that diagonalize the one-body density matrix, with mean values $p_a$. Orbitals with zero mean occupation are empty throughout the ensemble and can be dropped. Compare any allowed density operator $\rho$ with

$$\rho_0=\prod_a p_a^{\hat n_a}(1-p_a)^{1-\hat n_a}.$$

Let $\rho$ have eigenvalues $r_b$ and eigenvectors $|b\rangle$, and let $\rho_0$ have $w_c$ and $|c\rangle$. From $\ln y\ge1-1/y$ with $y=r_b/w_c$,

$$\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_0)=\sum_{bc}|\langle b|c\rangle|^2r_b\ln\frac{r_b}{w_c}\ge\sum_{bc}|\langle b|c\rangle|^2(r_b-w_c)=1-1=0 .$$

Hence $-\mathrm{Tr}\rho\ln\rho\le-\mathrm{Tr}\rho\ln\rho_0$. Since $\ln\rho_0$ is linear in the $\hat n_a$, the right side depends on the mean occupations alone and equals $\sum_a s(p_a)$. The choice $\rho=\rho_0$ attains it. This $\rho_0$ mixes states of different electron number, so the lemma refers to grand-canonical ensembles, in which $N$ is fixed only as a mean. ∎

The occupations $p$ are the eigenvalues of $f$ because, by S-orthonormality,

$$\gamma S|\phi_k\rangle=\sum_{ij}|\phi_i\rangle f_{ij}\langle\phi_j|S|\phi_k\rangle=\sum_i|\phi_i\rangle f_{ik}.$$

Thus $\gamma S$, not $\gamma$, acts on the orbitals as the matrix $f$.

**Other smearings.** Let $\tilde\delta(t)$ be even, positive for all real $t$, normalized to 1, and of finite first moment. Define $p$ and $s$ through a common parameter $x$:

$$p=\int_{-\infty}^{x}\tilde\delta(t)\,dt,\qquad s=-\int_{-\infty}^{x}t\,\tilde\delta(t)\,dt .$$

Then $dp/dx=\tilde\delta(x)$ and $ds/dx=-x\tilde\delta(x)$, so

$$s'(p)=\frac{ds/dx}{dp/dx}=-x .$$

Since $p$ increases with $x$, $s'$ is strictly decreasing. Fermi-Dirac smearing has $p=1/(1+e^{-x})$ and $s'(p)=\ln[(1-p)/p]$, in agreement with Lemma 1. Gaussian smearing has $\tilde\delta=e^{-t^2}/\sqrt\pi$ and $s=e^{-x^2}/(2\sqrt\pi)$. For such a choice $A$ is a smeared functional defined by this $s$, and Lemma 1 gives it no thermal meaning. If $p(x)$ is not monotone, as in Methfessel-Paxton smearing of order one or higher, $s$ is not a single-valued function of $p$, and the occupation part of the theorem does not apply as stated.

## Lemma 2: first variations

*Let $V_{\rm eff}=V_{\rm loc}+V_H+V_{xc}$ and*

$$H=-\frac{\hbar^2\nabla^2}{2m_e}+V_{\rm eff}+\sum_{nm}D_{nm}|\beta_n\rangle\langle\beta_m|,\qquad D_{nm}=D^0_{nm}+\int V_{\rm eff}Q_{nm}\,d\mathbf r .$$

*With $h_{ij}=\langle\phi_i|H|\phi_j\rangle$, the coefficient of $\langle\delta\phi_j|$ in $\delta A$ is $2\sum_iH|\phi_i\rangle f_{ij}$, and a change of $f$ gives $\delta A=2\,\mathrm{Tr}[(h-\theta s'(f))\delta f]$.*

**Proof.** Write $E$ for $A$ without its entropy term. The Hartree energy is quadratic with a symmetric kernel, so $\delta E_H=\int V_H\delta n$. By definition $\delta E_{xc}=\int V_{xc}\delta n$. Therefore

$$\delta E=2\,\mathrm{Tr}(K\delta\gamma)+\int V_{\rm eff}\,\delta n\,d\mathbf r .$$

Inserting the density formula,

$$\int V_{\rm eff}\,\delta n\,d\mathbf r=2\,\mathrm{Tr}(V_{\rm eff}\delta\gamma)+2\sum_{nm}\Big(\int V_{\rm eff}Q_{nm}\,d\mathbf r\Big)\langle\beta_m|\delta\gamma|\beta_n\rangle .$$

The last matrix element is $\mathrm{Tr}(|\beta_n\rangle\langle\beta_m|\delta\gamma)$, so the integral adds to $D^0_{nm}$ and $\delta E=2\,\mathrm{Tr}(H\delta\gamma)$. This is the origin of the screened coefficients: a change of an orbital also moves augmentation charge in the effective potential.

For an orbital variation at fixed $f$,

$$\delta\gamma=\sum_{ij}f_{ij}\big(|\delta\phi_i\rangle\langle\phi_j|+|\phi_i\rangle\langle\delta\phi_j|\big).$$

The second term contributes $2\sum_{ij}f_{ij}\langle\delta\phi_j|H|\phi_i\rangle$, as claimed; the first is its complex conjugate. The entropy term is fixed.

For a variation of $f$, $\delta E=2\sum_{ij}\delta f_{ij}h_{ji}=2\,\mathrm{Tr}(h\,\delta f)$. If $u_k$ are eigenvectors of $f$, first-order perturbation theory gives

$$\delta\,\mathrm{Tr}\,s(f)=\sum_ks'(p_k)\,u_k^\dagger\delta f\,u_k=\mathrm{Tr}[s'(f)\delta f].$$

For degenerate $p_k$ the factor $s'(p_k)$ is common to the block, and the sum of the eigenvalue changes is the trace of $\delta f$ over that block. The formula therefore needs no commutation of $f$ and $\delta f$. ∎

## Theorem

*Under the assumptions above:*

*(a) If $A$ is stationary in the orbitals at fixed $f$, subject to S-orthonormality with Hermitian Lagrange matrix $\Lambda$, then $\Lambda=hf=fh$ and $[\Lambda,f]=0$.*

*(b) If $A$ is stationary in $f$ at fixed orbitals and fixed $N$, then $h=\mu+\theta s'(f)$. Hence $[h,f]=0$, and the projected matrix $hf$ commutes with $f$.*

*(c) If both hold, the common eigenvectors of $h$ and $f$ give orbitals with $H\phi_i=\varepsilon_iS\phi_i$, occupied by the smearing function at $x_i=(\mu-\varepsilon_i)/\theta$.*

**Proof of (a).** Make the following expression stationary:

$$A-2\sum_{ij}\Lambda_{ij}\big(\langle\phi_j|S|\phi_i\rangle-\delta_{ji}\big).$$

The overlap matrix is Hermitian, so there are $M^2$ real constraints. A Hermitian $\Lambda$ supplies $M^2$ real multipliers and keeps the expression real. The constraints are independent, since $\delta\phi_i=\sum_k\phi_ka_{ki}$ changes the overlap matrix by $a+a^\dagger$, which can be any Hermitian matrix.

The first variation has the form $2\,\mathrm{Re}\sum_j\langle\delta\phi_j|g_j\rangle$. Its vanishing for both $\delta\phi_j$ and $i\,\delta\phi_j$ requires $g_j=0$. By Lemma 2,

$$\sum_iH|\phi_i\rangle f_{ij}=\sum_iS|\phi_i\rangle\Lambda_{ij}.$$

Multiplication by $\langle\phi_k|$ gives $\sum_ih_{ki}f_{ij}=\Lambda_{kj}$, that is, $\Lambda=hf$. Since $\Lambda$, $h$ and $f$ are Hermitian, $\Lambda=\Lambda^\dagger=fh$. Consequently

$$[\Lambda,f]=hff-fhf=(hf-fh)f=0 .$$

**Proof of (b).** With the multiplier term $-\mu(2\,\mathrm{Tr}f-N)$, Lemma 2 requires $\mathrm{Tr}[(h-\theta s'(f)-\mu)\delta f]=0$ for every Hermitian $\delta f$. Taking $\delta f$ equal to the Hermitian matrix in parentheses makes this the sum of its squared elements, so that matrix vanishes. Then $h$ is a function of $f$ and commutes with it, and so does $hf$.

**Proof of (c).** Diagonalize $f=UpU^\dagger$ and use the orbitals $\phi'_k=\sum_i\phi_iU_{ik}$. This leaves $\gamma$, and hence $A$, unchanged. By (b), $h$ is diagonal in the same basis, with $\varepsilon_i=\mu+\theta s'(p_i)=\mu-\theta x_i$. The orbital equation becomes $p_iH\phi'_i=p_i\varepsilon_iS\phi'_i$, and $p_i>0$ may be divided out. ∎

## Remarks on meaning and limits

**Why mixing matters.** Mixing the orbitals by a small anti-Hermitian matrix $\kappa$ is equivalent to changing $f$ by $[\kappa,f]$. The entropy is unaffected, and

$$\delta A=2\,\mathrm{Tr}(h[\kappa,f])=2\,\mathrm{Tr}(\kappa[f,h]).$$

Stationarity for every $\kappa$ is therefore the condition $[h,f]=0$. If all $M$ orbitals are full, $f=1$, mixing costs nothing, $\Lambda=h$, and the commutation is trivial. If $f$ has a zero eigenvalue, (a) still holds, but the orbital equation does not determine the empty orbital.

**What is not decided.** Stationarity does not select which $M$ eigenvectors of $H$ are kept. The lowest ones are used below, and $M$ must be large enough for the omitted occupations to be negligible at the accuracy wanted.

**Diagonalize $h$, not $\Lambda$.** Adding a constant $c$ to $V_{\rm eff}$ changes $D_{nm}$ by $cq_{nm}$, so $H$ becomes $H+cS$. The eigenvalues of $\Lambda$ become $p_i(\varepsilon_i+c)$ and can coincide for different $p_i$. Any mixing of such a pair leaves $\Lambda$ diagonal while $f$ and $h$ are not. Diagonalizing $h$ is safe at joint stationarity: $s'$ is strictly monotone, so equal $\varepsilon_i$ imply equal $p_i$.

**Derivatives.** Follow a differentiable family of jointly stationary solutions. Orbital changes contribute nothing, because the overlaps stay fixed, and occupation changes contribute $2\mu\,\mathrm{Tr}\,\delta f=\mu\,\delta N$. Hence

$$\frac{\partial A}{\partial N}=\mu,\qquad\frac{\partial A}{\partial\theta}=-2\sum_is(p_i).$$

**Eigenvalue form.** From the definition of $H$,

$$2\sum_ip_i\varepsilon_i=2\,\mathrm{Tr}(H\gamma)=2\,\mathrm{Tr}(K\gamma)+\int V_{\rm eff}n\,d\mathbf r .$$

Since $\int V_Hn=2E_H$, eliminating $2\,\mathrm{Tr}(K\gamma)$ from $A$ gives

$$A=2\sum_ip_i\varepsilon_i-E_H+E_{xc}-\int V_{xc}n\,d\mathbf r-2\theta\sum_is(p_i).$$

## A worked model

The model is a periodic one-dimensional cell of length 8 Å with three electrons, three bands and 13 basis functions. It has two attractive wells, two projectors, a softened Coulomb interaction with a neutralizing background, and a local model exchange-correlation energy. Fermi-Dirac smearing with $\theta=1$ eV is used. Self-consistent diagonalization gives $\mu=-1.8431$ eV and:

| level | $\varepsilon_i$ (eV) | $p_i$ | $p_i\varepsilon_i$ (eV) |
|---|---|---|---|
| 1 | −3.4099 | 0.8273 | −2.82115 |
| 2 | −1.4568 | 0.4046 | −0.58945 |
| 3 | −0.8386 | 0.2681 | −0.22479 |

The occupations sum to 1.5 per spin. The omitted fourth level would have occupation 0.0011, so the three-band restriction is part of the model. The eigenvalues of $\gamma$ without $S$ are 0.7546, 0.3706 and 0.2464. Twice their sum is 2.743, the smooth charge; the missing 0.257 electrons are the augmentation charge. The term $\int V_{\rm eff}Q_{11}$ lowers $D_{11}$ from 3.000 to 0.934 eV. The lowering comes from the attractive $V_{\rm loc}$ ($-2.332$ eV); the Hartree and exchange-correlation parts, $+0.624$ and $-0.358$ eV, together raise it. The value also depends on the zero of the potential, by $cq_{11}$.

The eigenvalue form gives

$$A=-7.2708-0.5322+1.0796-3.4325=-10.1559\ \text{eV}=-1.6272\times10^{-18}\ \text{J}.$$

A separate search minimizes $A$ from its values alone, without using $H$. It reaches the same free energy to the printed $10^{-8}$ eV and stops at non-diagonal matrices:

$$f=\begin{pmatrix}0.524&-0.257&-0.055\\-0.257&0.609&-0.029\\-0.055&-0.029&0.367\end{pmatrix},$$

$$h=\begin{pmatrix}-2.015&1.183&0.251\\1.183&-2.403&0.133\\0.251&0.133&-1.287\end{pmatrix}\ \text{eV}.$$

One element shows the two products agreeing:

$$(hf)_{12}=0.518+0.720-0.007=1.231\ \text{eV},$$

$$(fh)_{12}=0.620+0.618-0.007=1.231\ \text{eV}.$$

The largest element of $[\Lambda,f]$ falls from 0.40 eV at the start of the search to $9\times10^{-9}$ eV at its end.

Two further searches separate the conditions. With $f$ frozen at eigenvalues belonging to twice the smearing energy, optimizing the orbitals brings the commutator to $1\times10^{-7}$ eV, while $h-\theta s'(f)$ still differs from its mean diagonal element times the unit matrix: the difference has eigenvalues $-0.80$, $0.19$ and $0.61$ eV, and its largest element in the basis of the search is 0.71 eV. With the orbitals frozen, optimizing $f$ brings the commutator of $hf$ with $f$ to $8\times10^{-8}$ eV, but the orbital equation is still violated, the largest residual element being 1.9 eV for the randomly chosen orbitals used. Commutation alone therefore does not certify a Kohn-Sham solution.

The warning about $\Lambda$ also has a concrete case. Its second and third eigenvalues coincide after the shift

$$c=-\frac{-0.58945+0.22479}{0.4046-0.2681}=2.67\ \text{eV},$$

both becoming 0.491 eV. Mixing this pair by 45° leaves $\Lambda$ diagonal but gives $f$ an off-diagonal element of magnitude $(p_2-p_3)/2=0.068$.

The numerical check also compares the variations of Lemma 2 with finite differences at a random complex point, and both derivatives of $A$ for Fermi-Dirac and Gaussian smearing.

## Calculated quantities

```
cell 8.0 A, electrons 3.0, bands 3, basis 13
theta = 1.0 eV, T = 11604.5 K
q_11 q_12 q_22 = 0.30000 0.11717 0.30000
bare D_11 D_12 D_22 (eV) = 3.00000 0.50000 2.00000
screened D_11 D_12 D_22 (eV) = 0.93400 -0.29242 0.06145
orbital derivative, random point (eV):
  finite difference, formula, bare D = 15.37317 15.37317 14.91786
occupation derivative (eV): difference, formula = 14.88369 14.88369
SCF levels 1-4 (eV) = -3.40994 -1.45682 -0.83859 4.97023
occupations 1-3 = 0.827332 0.404613 0.268055
omitted level 4 would have f = 1.10e-03
mu = -1.843103 eV
electrons: smooth, augmentation = 2.74317 0.25683
band sum = -7.270779 eV, Hartree = 0.532237 eV
E_xc - int v_xc n = 1.079594 eV
2 theta sum s = 3.432488 eV
A (SCF) = -10.15590992 eV = -1.627156e-18 J
A (direct search) = -10.15590992 eV
fermi: A, mu, dA/dN (eV), dA/dtheta = -10.15591 -1.84310 -1.84310 -3.43249
gauss: A, mu, dA/dN (eV), dA/dtheta = -8.39044 -1.64298 -1.64298 -0.88103
entropy/k_B: enumerated, correlated = 3.432488 3.425255
eigenvalues of gamma S = 0.827332 0.404613 0.268055
eigenvalues of gamma = 0.754628 0.370555 0.246400
direct search, f:
   0.52426 -0.25704 -0.05524
   -0.25704 0.60866 -0.02947
   -0.05524 -0.02947 0.36709
direct search, h (eV):
   -2.01509 1.18313 0.25082
   1.18313 -2.40330 0.13255
   0.25082 0.13255 -1.28696
direct search, Lam (eV):
   -1.37439 1.23070 0.16851
   1.23070 -1.77081 0.05414
   0.16851 0.05414 -0.49019
frozen occupations (twice theta) = 0.68168 0.44644 0.37188
largest element: [Lam,f], orbital, occupation residual (eV)
  start: 4.0e-01 1.7e+00 2.6e+00
  both optimized: 8.8e-09 1.3e-07 1.5e-07
  orbitals only, start: 2.1e-01 1.7e+00 1.2e+00
  orbitals only: 1.1e-07 2.5e-07 7.1e-01
  occupations only: 7.9e-08 1.9e+00 2.4e-07
SCF Lam eigenvalues f*eps (eV) = -2.82115 -0.58945 -0.22479
shift for equal 2nd and 3rd = 2.67038 eV
rotated pair: Lam diagonal (eV) = -0.61186 0.49102 0.49102
rotated pair: off-diagonal f = -0.06828
```
